# Avrami exponent one: needles or a shrinking amorphous sphere?

**Q:** I measured the crystallized fraction $X(t)$ of small amorphous marks in a phase-change film at constant temperature. The plot of $\ln[-\ln(1-X)]$ against $\ln t$ has slope one. The Avrami law is

$$X=1-e^{-Kt^n},\qquad \ln[-\ln(1-X)]=\ln K+n\ln t ,$$

so $n=1$. That is the exponent of one-dimensional growth, and I conclude that the crystals are needles.

**A:** Your first step is sound: the slope is $n$. The second reverses an implication. Let us see what needles predict, and then whether something else predicts it too.

Take parallel needles of fixed cross-section $A$, each growing at both ends with tip speed $u$, in a body much larger than the needles. Let $N$ nuclei per volume, placed at random, all be present at $t=0$. A nucleus can reach a chosen point P by time $t$ if it lies in a prism around P of cross-section $A$ and length $2ut$. The mean number of such nuclei is $2NAut$. For random positions the number is Poisson distributed, so the probability of finding none is $e^{-2NAut}$, and

$$X=1-e^{-2NAut},\qquad n=1 .$$

Blocking does not spoil this, provided that only the obstructed part of a tip stops and the rest grows on. If one needle stops another on the line towards P, the blocker got there first. It either moves on towards P at the same speed or has already passed P, so P crystallizes no later than counted. If any contact stopped a whole tip, growth would fall behind this law and the slope would drop below one.

**Q:** So needles do give one.

**A:** Under that nucleation condition. Suppose instead that nuclei appear at a steady rate $I$ per volume. A needle born at time $s$ has length $2u(t-s)$, and the mean number reaching P becomes

$$\int_0^t IA\,2u(t-s)\,ds=IAut^2 ,$$

which gives $n=2$. Simulations of needles in a three-dimensional periodic box gave 1.008 for nuclei all present at the start and 1.994 for steady nucleation. Needles therefore do not imply $n=1$. The question that matters for you is the reverse one.

**Q:** Then show me a case with exponent one and no needle in it.

**A:** Take an amorphous sphere of radius $R$ embedded in crystal. Its whole surface touches crystal at $t=0$, and the front moves inward along the normal at constant speed $v$. Nothing nucleates inside.

At time $t$ the front has reached every point within a distance $vt$ of the surface. The amorphous core is a sphere of radius $R-vt$. With $\tau=vt/R$,

$$X=1-\frac{(R-vt)^3}{R^3}=1-(1-\tau)^3=3\tau-3\tau^2+\tau^3,\qquad 0\le\tau\le1 .$$

At early time the first term dominates:

$$X\simeq\frac{3v}{R}\,t .$$

The factor $3/R$ is the surface-to-volume ratio, $4\pi R^2/(4\pi R^3/3)$. The start is linear because a front of finite area sets off at finite speed. The growth happens in three dimensions, but the area does not have to build up from zero, as it does for a crystal growing from a point.

**Q:** A linear start is not yet an Avrami exponent. What does my plot show?

**A:** Its local slope is $n(t)=d\ln[-\ln(1-X)]/d\ln t$. Since $1-X=(1-\tau)^3$,

$$\ln[-\ln(1-X)]=\ln 3+\ln[-\ln(1-\tau)] .$$

At fixed $v$ and $R$, $d/d\ln t=\tau\,d/d\tau$. The derivative of $-\ln(1-\tau)$ is $1/(1-\tau)$, so

$$n=\frac{\tau}{(1-\tau)\,[-\ln(1-\tau)]} .$$

For small $\tau$, insert $-\ln(1-\tau)=\tau(1+\tau/2+\tau^2/3+\dots)$. The denominator divided by $\tau$ is

$$(1-\tau)\left(1+\frac{\tau}{2}+\frac{\tau^2}{3}+\dots\right)=1-\frac{\tau}{2}-\frac{\tau^2}{6}+\dots$$

Its inverse, to second order, is $1+(\tau/2+\tau^2/6)+(\tau/2)^2$, hence

$$n=1+\frac{\tau}{2}+\frac{5\tau^2}{12}+\dots$$

The exponent tends to one as $t\to0$. At the other end, $\tau\to1$, it diverges, because the sphere finishes at the finite time $R/v$. So the sphere does not obey an Avrami law with $n=1$; it starts like one.

**Q:** Then my data would bend, and I would notice.

**A:** Let us put in numbers: $R=20$ nm and $v=0.5$ nm/ns at 700 K. The initial slope is $3(0.5)/20=0.075$ per ns and the end time is $20/0.5=40$ ns. Half crystallization requires $(1-\tau)^3=1/2$, so $\tau=1-2^{-1/3}=0.206$ and $t=8.25$ ns.

| $t$ (ns) | $X$ | $3vt/R$ | $n$ |
|---|---|---|---|
| 2.00 | 0.143 | 0.150 | 1.03 |
| 4.00 | 0.271 | 0.300 | 1.05 |
| 8.25 | 0.500 | 0.619 | 1.12 |
| 20.00 | 0.875 | 1.500 | 1.44 |

The straight line for $X$ fails sooner than the exponent suggests. At 4 ns it is already 11% above the true $X$, while $n$ is 5% above one. The Avrami plot hides part of the bending, since $-\ln(1-X)=3\tau+3\tau^2/2+\dots$ has a smaller quadratic term, relative to its linear one, than $X$ has. A straight-line fit to the Avrami plot, at equally spaced times from $X=0.05$ to $X=0.50$, gives $n=1.045$. With a random scatter of 0.01 in each of 20 values of $X$, the fitted slope is uncertain by about 0.045, so you could not tell it from one.

The limit $t\to0$ belongs to the continuum model. A first atomic layer of 0.3 nm takes 0.6 ns and already holds 4.4% of the volume, so a smooth front has no clear meaning below that.

**Q:** You assumed that the entire surface is crystalline at the start. What if my particle is isolated and crystals must first form on its surface?

**A:** Then the exponent can be quite different. Let surface seeds be present at $t=0$, at random, with areal density $N_s$, and write $\rho=vt\le R$. A seed at angle $\theta$ from the direction of a point at radius $r$ lies at squared distance $R^2+r^2-2Rr\cos\theta$. It has reached the point if

$$\cos\theta\ge\cos\theta_m=\frac{R^2+r^2-\rho^2}{2Rr} .$$

These seeds occupy a cap of area

$$a(r)=2\pi R^2(1-\cos\theta_m)=\frac{\pi R\,[\rho^2-(R-r)^2]}{r} .$$

The chance of at least one seed in the cap is $1-e^{-N_sa}$. Averaging over the volume gives

$$X=\frac{3}{R^3}\int_{R-\rho}^{R}r^2\left[1-e^{-N_sa(r)}\right]dr .$$

At very early time $N_sa\ll1$, so the bracket is $N_sa$. With depth $y=R-r$ and $r\simeq R$,

$$X\simeq\frac{3\pi N_s}{R}\int_0^\rho(\rho^2-y^2)\,dy=\frac{2\pi N_s(vt)^3}{R} .$$

These are separate half-spheres, and $n=3$. They merge into a closed front once $\pi N_s(vt)^2\gg1$. The linear regime thus needs

$$(\pi N_s)^{-1/2}\ll vt\ll R .$$

For our sphere with 0.01 seeds per nm², the crossover depth $(\pi N_s)^{-1/2}$ is 5.6 nm, and $n$ is still 2.6 when the front has travelled 5 nm. There is no useful linear regime. With 1 seed per nm² the crossover depth is 0.56 nm, and $n$ falls from 2.5 at 0.5 nm to 1.14 at 2 nm. It is 1.17 at 5 nm, where the shrinking of the core has begun to raise it again. Its lowest value is 1.12, near 2.8 nm, and the straight-line fit from $X=0.05$ to $0.50$ gives about 1.3, so even this density does not pass for exponent one. A mark already surrounded by crystal needs no seeds.

**Q:** How do I tell the shrinking sphere from needles, if both give one?

**A:** Early data from a single size will hardly do it. Choose needles with the same initial slope, $2NAu=3v/R$. Then

$$X_{\text{sphere}}-X_{\text{needles}}=e^{-3\tau}-(1-\tau)^3=\left(\frac92-3\right)\tau^2+\dots=\frac32\tau^2+\dots$$

At 2 ns, $\tau=0.05$ and this leading term is 0.004. The largest difference over the whole process is 0.10, at 23 ns. Late data help more: at 36 ns the sphere is 99.9% crystalline, while the needles have $1-e^{-2.7}=93\%$.

Changing the size is a better experiment. With $v$ and the surface condition held fixed, halving $R$ to 10 nm halves the half time, from 8.25 to 4.13 ns. For needles that stay short compared with the body, with $N$, $A$ and $u$ held fixed, the rate $2NAu$ contains no body size. A rate proportional to $1/R$ points to growth from the surface. To learn the crystal shape itself, you need images.

**Q:** In a real memory cell the speed is not constant. Does the exponent survive?

**A:** Let the speed vary, but start from a finite, nonzero value $v_0$ and change continuously. The depth reached is $\int_0^t v\,dt'\simeq v_0t$, so $X\simeq3v_0t/R$ and $n\to1$ still. The slope changes, and so does the later curve.

To size the changes I take a thermally activated front with driving energy $g$ per volume,

$$v\propto e^{-E/k_BT}\left(1-e^{-\Omega g/k_BT}\right),$$

scaled to 0.5 nm/ns for a flat, unstrained front at 700 K. Here $E=0.5$ eV is the barrier and $\Omega=0.030$ nm³ the atomic volume. With melting point $T_m=900$ K and latent heat $L=7\times10^8$ J/m³, $g=L(T_m-T)/T_m=1.56\times10^8$ J/m³ at 700 K. All these are rough typical values, not data for one compound. Four effects enter:

- **Curvature.** The core's excess free energy is $\frac{4\pi}{3}r^3g+4\pi r^2\sigma$. Its derivative divided by $4\pi r^2$ is $g+2\sigma/r$, so interface energy speeds up the shrinking. For $\sigma=0.06$ J/m² the rim speed rises by 3%, and the end comes at 36 ns because the term grows as $r$ falls.
- **Latent heat.** The power $4\pi r^2vL$ flows outward through conductivity $k=0.5$ W/(m K). In steady conduction it warms the front by $4\pi r^2vL/(4\pi kr)=vLr/k$, which is 14 K at the rim for speed 0.5 nm/ns. The rim speed rises by 10%. These are steady values, and they are approached slowly. With a heat capacity of $1.3\times10^6$ J/(m³ K), the warming at constant front speed is about half the steady value after 1 ns, and after 4 ns it is nearly 80% of the steady value for the radius reached by then, so the steady formula overstates the early speed.
- **Uneven temperature.** A rim 30 K colder than the centre lowers the starting speed by 21%.
- **Misfit strain.** Take an unrelaxed strain $\epsilon=0.02$, equal in the two directions along the front, with no stress normal to it. With Young modulus $Y=30$ GPa and Poisson ratio $\nu=0.25$ the stress is $Y\epsilon/(1-\nu)$ in each direction, so the energy is $Y\epsilon^2/(1-\nu)=1.6\times10^7$ J/m³. Subtracted from $g$, it lowers the speed by 8%. Hot material can relax, which would reduce this.

With all four together, and steady warming assumed throughout, the rim speed is 0.83 of the nominal value and the fitted exponent is 1.06. Letting the warming build up gradually raises the exponent to about 1.08. The end time is 39.9 ns with steady warming and 40.1 ns with gradual warming, almost the ideal 40 ns, but that is a cancellation: separately the effects move it to between 36 and 44 ns. These sizes depend strongly on the barrier. With gradual warming, $E=1$ eV gives a fitted exponent of 1.13 and an end time of 43 ns, and $E=2$ eV gives 1.21 and about 54 ns; the cold rim alone then cuts the starting speed to 0.55 and 0.26 of the nominal value. At $E=1.5$ eV the steady-warming formula runs away to about ten times the nominal rim speed and should not be used.

**Q:** And how close is this sphere to my device?

**A:** A size of tens of nanometres and a front speed near 1 nm/ns are reasonable rough values for a hot mark in a fast-growing phase-change material. The speed depends strongly on material and temperature, so 40 ns is not a general switching time. A real mark is often a dome resting on an electrode, with crystal around part of its boundary. If crystal covers a smooth area $S_c$ of a mark of volume $V$, the same argument gives $X\simeq S_cvt/V$, with a different slope but still a linear start. Of the four effects above, the cold rim changes the starting slope most: from 0.075 to about 0.059 per ns. A steeper temperature profile would change it more.

Nucleation inside the mark can break the picture altogether. At a steady rate $I$ per volume, the expected number of nuclei forming in the shrinking core is

$$\int_0^{R/v}IV\left(1-\frac{vt}{R}\right)^3dt=\frac{IVR}{4v} .$$

For $I=10^{29}$ m⁻³ s⁻¹ this is 0.03, and the surface front wins. It reaches one at $3\times10^{30}$ m⁻³ s⁻¹, but a nucleus that forms late stays small. Let the inner crystals also grow at speed $v$. For a point the surface front has not yet reached, the mean number of them that have arrived by time $t$ is

$$\int_0^t I\,\frac{4\pi}{3}v^3(t-s)^3\,ds=\frac{\pi Iv^3t^4}{3} .$$

At 8.25 ns this is only 0.002 for $I=3\times10^{30}$ m⁻³ s⁻¹, so the early curve hardly changes. For $3\times10^{32}$ m⁻³ s⁻¹ it is 0.18, and the local exponent at that time rises from 1.12 to about 1.7. The straight-line fit from $X=0.05$ to $0.50$ rises only from 1.045 to about 1.10, which the scatter quoted above would nearly hide. At still higher rates the model does not apply.

**Q:** So what may I write about my marks?

**A:** That the early kinetics are consistent with a constant transformation rate per remaining amorphous volume. Needles with all their nuclei present at the start do that, and so, at early time, does a front closing in from the whole surface. So does a set of isolated marks that each wait for a single nucleus and then crystallize quickly: when $IVR/v\ll1$, $X\simeq1-e^{-IVt}$, with a rate that grows as $R^3$. Measure several sizes before you name a mechanism or a shape. The numerical output lists most of the values used here.

## Table of computed values

```
radius 20.0 nm; speed 0.50 nm/ns; T 700 K
initial slope 3v/R = 0.0750 per ns
half time 8.252 ns; end time 40.00 ns
half time for radius 10 nm: 4.126 ns
t 2.00 ns: X 0.1426, linear 0.1500, n 1.0261
t 4.00 ns: X 0.2710, linear 0.3000, n 1.0546
t 8.25 ns: X 0.5000, linear 0.6189, n 1.1250
t 20.00 ns: X 0.8750, linear 1.5000, n 1.4427
t 36.00 ns: X 0.9990, linear 2.7000, n 3.9087
fitted n, X from 0.05 to 0.50: 1.0449
atomic layer 0.3 nm: t 0.60 ns, X 0.0443
simulated front, vt/R 0.1: X 0.2700, formula 0.2710
simulated front, vt/R 0.2: X 0.4877, formula 0.4880
simulated front, vt/R 0.5: X 0.8749, formula 0.8750
simulated front n, vt/R 0.1 to 0.2: 1.088; formula 1.083
simulated needles, all nuclei at start: n 1.008
simulated needles, steady nucleation: n 1.994
largest X(sphere)-X(needles), equal slopes: 0.1014 at 23.31 ns
surface seeds 0.01 per nm2: crossover depth 5.64 nm
  depth 0.5 nm: n 2.985
  depth 2.0 nm: n 2.890
  depth 5.0 nm: n 2.635
surface seeds 1.00 per nm2: crossover depth 0.56 nm
  depth 0.5 nm: n 2.472
  depth 2.0 nm: n 1.144
  depth 5.0 nm: n 1.171
melting T 900 K; latent heat 7.0e+08 J/m3
interface energy 0.06 J/m2; barrier 0.50 eV
atomic volume 0.030 nm3; conductivity 0.50 W/(m K)
heat capacity 1.3e+06 J/(m3 K)
driving energy 1.556e+08 J/m3; curvature term at rim 6.00e+06 J/m3
Young modulus 30 GPa; Poisson ratio 0.25; misfit 0.020
strain energy 1.60e+07 J/m3
steady warming at rim, speed v: 14.0 K; build-up time 1.04 ns
rim colder than centre by 30 K
curvature: rim speed/v 1.030, end 36.12 ns, fit n 1.046, early n 1.0002
latent heat: rim speed/v 1.103, end 38.10 ns, fit n 1.041, early n 1.0002
cold rim: rim speed/v 0.793, end 43.16 ns, fit n 1.065, early n 1.0003
misfit strain: rim speed/v 0.918, end 43.57 ns, fit n 1.045, early n 1.0002
all four: rim speed/v 0.834, end 39.92 ns, fit n 1.061, early n 1.0003
bulk nucleation 1e+29 per m3 s: 0.0335 nuclei expected
bulk rate giving one nucleus: 2.98e+30 per m3 s
```
